# Why tert-Butyl Can Leave Tin More Easily Than Methyl

**Q.** In a tin-oxo resist I replace the methyl group on tin by tert-butyl, and I expect the tin–carbon bond to break more easily. The usual reason is that a tertiary radical is more stable and that crowding is relieved. Is that a sufficient explanation?

**A.** Not as it stands. It names a stabilization of the free radical and a strain in the intact molecule, but it leaves out any electronic stabilization that the molecule already has. A bond energy is a difference between products and molecule, so that term counts too. Define the homolytic bond energy by

\[
D(\mathrm R)=E(\mathrm{L_3Sn^\bullet})+E(\mathrm{R^\bullet})-E(\mathrm{L_3Sn{-}R}),
\]

where L stands for the other ligands, which are the same in both compounds. A smaller \(D\) means easier homolysis.

Methyl and tert-butyl contain different numbers of atoms, so their total energies cannot be compared directly. I therefore compare tert-butyl with a fictitious version of itself in which its three methyl groups neither interact electronically with the central carbon nor crowd the tin. I assume that this version has the methyl bond energy \(D_{\rm Me}\). Now switch the interactions on:

- the free radical is lowered by \(\delta\);
- the intact molecule is lowered by \(M\), because its bonded carbon also interacts with the methyl groups;
- the intact molecule is raised by \(W\), the strain that separation releases.

Inserting these shifts in the definition gives

\[
D_{\rm tBu}=D_{\rm Me}-\delta-(-M+W),
\]

and therefore

\[
D_{\rm Me}-D_{\rm tBu}=\delta-M+W .
\]

The usual explanation contains \(\delta\) and \(W\) but omits \(M\). Whether the omission matters depends on the size of \(M\).

**Q.** But radical stability is something we measure, for instance from carbon–hydrogen bond energies. Doesn't that settle it?

**A.** The same balance applies to hydrogen. The difference between the methyl–H and tert-butyl–H bond energies is \(\delta-M_{\rm H}+W_{\rm H}\), not \(\delta\) alone. It can be transferred to tin unchanged if the molecular terms are the same for both partners, and that has to be examined.

**Q.** Then where does \(\delta\) come from?

**A.** Take a planar radical centre with one electron in its \(p\) orbital. Each attached methyl group supplies one filled CH-type orbital of the right symmetry to mix with it. The hydrogens of a planar methyl radical lie in the nodal plane of the \(p\) orbital and do not mix with it in this way. Thus \(n=0\) for methyl and \(n=3\) for tert-butyl.

In the model, orbitals are orthogonal and electron repulsion is left out for now. The carbon orbital has energy zero, each CH orbital has energy \(-\Delta\), and each coupling is \(\beta\). The carbon orbital couples to just one normalized combination of the CH orbitals,

\[
\bar\sigma=\frac{1}{\sqrt n}\sum_{j=1}^{n}\sigma_j,
\qquad B=\frac{1}{\sqrt n}\,n\beta=\beta\sqrt n .
\]

The other \(n-1\) combinations stay filled at \(-\Delta\) in radical and molecule alike, so they cancel. The two remaining levels satisfy

\[
x(x+\Delta)=B^2,
\qquad
x_\pm=-\frac{\Delta}{2}\pm\sqrt{\frac{\Delta^2}{4}+B^2}.
\]

Define

\[
\delta=\sqrt{\frac{\Delta^2}{4}+B^2}-\frac{\Delta}{2}.
\]

Then \(x_+=\delta\) and \(x_-=-\Delta-\delta\). Two electrons occupy the lower level and one the upper:

\[
E_{\rm rad}=2(-\Delta-\delta)+\delta=-2\Delta-\delta .
\]

Without coupling the energy is \(-2\Delta\), so the radical gains \(\delta\). Two electrons go down, one goes up, and one shift is left over.

**Q.** And the bonded carbon? Its valence is satisfied, so I would have guessed that it gains nothing.

**A.** Its bonding orbital is full, but its antibonding orbital is empty, and the CH electrons can delocalize into that. I keep the coupling \(B\) of the planar radical, although the bonded carbon is pyramidal and its coupling may differ. This is an assumption of the model; a weaker coupling in the molecule would make its gain \(M\) smaller. Add a tin orbital of energy \(e\), coupled to carbon by \(t\). Tin is electropositive relative to carbon, so I take \(e>0\). How large \(e\) is depends on the ligands L: oxygen ligands pull the tin level down, and for a tin-oxo fragment \(e\) may be small, so its value here is an assumption. For amplitudes \(c_s,c_p,c_\sigma\) on tin, carbon and \(\bar\sigma\), the eigenvalue equations are

\[
(x-e)c_s=tc_p,\quad
xc_p=tc_s+Bc_\sigma,\quad
(x+\Delta)c_\sigma=Bc_p .
\]

Solve the first and third for \(c_s\) and \(c_\sigma\), insert them in the second, and divide by \(c_p\). The highest level \(\lambda\) obeys

\[
\lambda=\frac{t^2}{\lambda-e}+\frac{B^2}{\lambda+\Delta}.
\]

Four electrons fill the two lower levels. The three levels add up to the trace \(e-\Delta\), so the lower two add up to \(e-\Delta-\lambda\), and

\[
E_{\rm mol}=2(e-\Delta-\lambda).
\]

Homolysis leaves one electron on tin, with energy \(e\), and the radical with energy \(-2\Delta-\delta\). Hence

\[
\begin{aligned}
D_n&=e-2\Delta-\delta-2(e-\Delta-\lambda)\\
&=2\lambda-e-\delta .
\end{aligned}
\]

For methyl, \(B=0\) and \(\delta=0\). Call its highest level \(\mu\):

\[
\mu(\mu-e)=t^2,\qquad
\mu=\frac e2+\sqrt{\frac{e^2}{4}+t^2},\qquad
D_0=2\mu-e .
\]

The electronic weakening, before strain is added, is

\[
G=D_0-D_n=\delta-2(\lambda-\mu).
\]

Thus \(M=2(\lambda-\mu)\): the empty level is pushed up by \(\lambda-\mu\), and because the trace is fixed, the filled levels go down by the same total, with two electrons in each.

**Q.** Both terms grow with \(B\). Why should the radical win?

**A.** For weak coupling the comparison can be made explicitly. Expanding the square root gives \(\delta\simeq B^2/\Delta\). For the molecule put \(\lambda=\mu+\eta\), with \(\eta\) small, and keep terms of order \(B^2\):

\[
\mu+\eta\simeq\frac{t^2}{\mu-e}
-\frac{t^2\eta}{(\mu-e)^2}
+\frac{B^2}{\mu+\Delta}.
\]

The first term on the right equals \(\mu\) and cancels. Since \(t/(\mu-e)=\mu/t\),

\[
\eta\left(1+\frac{\mu^2}{t^2}\right)\simeq\frac{B^2}{\mu+\Delta}.
\]

At \(B=0\) the second eigenvalue equation reads \(\mu c_p=tc_s\). The weight of carbon in the antibonding orbital is therefore

\[
c^2=\frac{c_p^2}{c_p^2+c_s^2}=\frac{t^2}{t^2+\mu^2},
\]

which is the inverse of the bracket above. So \(\eta\simeq c^2B^2/(\mu+\Delta)\), and

\[
G\simeq B^2\left[\frac1\Delta-\frac{2c^2}{\mu+\Delta}\right].
\]

For \(e\ge0\) we have \(\mu\ge t\), hence \(2c^2\le1\), while \(\mu+\Delta>\Delta\). The bracket is positive. The radical wins for two reasons: its vacancy lies at the carbon level, whereas the molecule's vacancy has been pushed up by bonding; and with an electropositive partner the antibonding orbital sits mainly on the partner, where the CH electrons cannot reach it directly.

This sign rule belongs to weak coupling. If \(B\) greatly exceeds \(t\), \(\Delta\) and \(|e|\), then \(\lambda\simeq B\) and \(\delta\simeq B\), so \(G\simeq B-2B=-B\). The rule then fails, and it fails well before that limit: for \(n=3\) with \(t=0.08\) and \(\Delta=0.20\) hartree, \(G\) turns negative once \(\beta\) exceeds 0.077 at \(e=0\) or 0.142 at \(e=0.06\).

**Q.** You stress the electropositive partner. What if I attach the same two groups to something strongly electronegative?

**A.** That separates the radical's stability from the bond's behaviour, because \(\delta\) does not contain \(e\). Consider two limits at fixed \(t\) and \(B\).

For \(e\to+\infty\), the highest level is essentially the partner orbital. Subtracting the equation for \(\mu\) from that for \(\lambda\) gives

\[
(\lambda-\mu)\left[1+\frac{t^2}{(\lambda-e)(\mu-e)}\right]
=\frac{B^2}{\lambda+\Delta}.
\]

The square bracket exceeds one and the right side tends to zero, so \(M\to0\) and \(G\to\delta\). The carbon keeps the bond pair, has no vacancy, and gains nothing in the molecule. Here the usual explanation gives the full electronic effect.

For \(e\to-\infty\), the partner takes the pair. Then \(\mu\to0\), and the equation for \(\lambda\) becomes \(\lambda(\lambda+\Delta)=B^2\), whose upper root is \(\delta\). Thus \(G\to\delta-2\delta=-\delta\). The bonded carbon resembles a carbocation, and its empty orbital stabilizes two CH electrons. In the model, the group that forms the more stable radical is now held more strongly. This reversal relies on using the same \(B\) in molecule and radical; it disappears if the molecule's coupling is so much weaker that its gain drops below \(\delta\).

Throughout I keep the homolytic products, one bond electron on each, even where an ion pair is lower in energy. Without electron repulsion an ion pair is lower not only in the two limits but also at the values \(e=0.06\) and \(e=-0.20\) used below. With the repulsion added later, the two radicals are the lowest products at \(e=0.06\) but still not at \(e=-0.20\).

**Q.** Can you put numbers on this?

**A.** I use round model parameters, not values fitted to a tin compound: \(e=0.06\), \(t=0.08\), \(\Delta=0.20\) and \(\beta=0.04\) hartree. For tert-butyl, \(B=0.04\sqrt3=0.0693\) hartree, and

\[
\delta=\sqrt{0.1000^2+0.0693^2}-0.1000=0.0217 .
\]

The highest level rises from \(\mu=0.1154\) to \(\lambda=0.1206\). With unrounded levels, \(M=0.0103\), and

\[
G=0.0217-0.0103=0.0114\ \text{hartree}.
\]

Almost half of the radical's stabilization was already present in the molecule. The electronic bond energies for \(n=0,1,2,3\) are 0.1709, 0.1665, 0.1628 and 0.1595 hartree, so each added methyl group weakens the bond, by a shrinking amount. The weak-coupling formula gives \(G=0.0141\), about 24% above the full model result; here it gives the right sign and the rough size, but it is unreliable for partners near the point where \(G\) changes sign.

Now vary the partner and keep everything else. At \(e=0\), \(G\) is 0.0042 hartree. It vanishes at \(e=-0.032\), and at \(e=-0.20\) it is \(-0.0134\). The radical has the same \(\delta=0.0217\) throughout. Its stability alone therefore cannot fix even the sign of the change in bond energy.

**Q.** You have ignored electron repulsion, which is hardly small when a bond breaks.

**A.** It changes the size considerably. I add a repulsion \(U=0.15\) hartree whenever two electrons share the tin orbital or share the carbon orbital, and diagonalize the full many-electron problem within these orbitals. The tin-like bond energies become 0.1059 for \(n=0\) and 0.1029 for \(n=3\). The weakening is 0.0030 hartree, about a quarter of its former value. For the electronegative partner the result is \(-0.0121\). Both signs survive at these parameters, but the margin shrinks: \(G\) is only 0.0005 hartree at \(e=0\) and vanishes at \(e=-0.012\) instead of \(-0.032\).

The reduction can be traced. In the radical, moving a CH electron to carbon makes the carbon orbital doubly occupied and costs \(\Delta+U\) instead of \(\Delta\). This is still a two-state problem with coupling \(B\), so

\[
\begin{aligned}
\delta_U&=\sqrt{\frac{(\Delta+U)^2}{4}+B^2}-\frac{\Delta+U}{2}\\
&=\sqrt{0.175^2+0.0693^2}-0.175=0.0132 .
\end{aligned}
\]

The molecular gain is then \(0.0132-0.0030=0.0102\), close to the earlier 0.0103. At these parameters repulsion cuts the radical's gain and leaves the molecule's nearly unchanged. The electronic advantage is a small difference of two larger terms, and its magnitude for a real compound needs a calculation on that compound.

**Q.** What about crowding? Tert-butyl is bulky, but the tin–carbon bond is long.

**A.** Both facts enter \(W\). Let \(x=r-r_0\) be the bond extension, and add a short-range repulsion to a Morse bond:

\[
V(r)=D_3\left[(1-e^{-ax})^2-1\right]+Ae^{-x/\rho}.
\]

The repulsion is the excess over methyl. Near \(x=0\), with \(k=2D_3a^2\) and \(F=A/\rho\),

\[
V\simeq-D_3+A-Fx+\frac12Kx^2,
\qquad K=k+\frac{A}{\rho^2}.
\]

Setting the derivative to zero gives \(x=F/K\). Inserting this, and measuring from \(-D_3\),

\[
W\simeq A-\frac{F^2}{K}+\frac{F^2}{2K}=A-\frac{F^2}{2K}.
\]

The bond stretches and relieves part of the repulsion before it breaks; the remainder is released by homolysis.

Take \(A=0.004\) hartree, \(\rho=0.6\) bohr, \(a=0.8\) bohr\(^{-1}\) and \(r_0=4\) bohr. Then \(F=0.0067\), \(k=2(0.1595)(0.64)=0.204\) and \(K=0.204+0.011=0.215\) in atomic units. The estimated stretch is 0.031 bohr, against 0.032 bohr from full minimization, and \(W=0.0039\) hartree.

If the same repulsion law acted across a bond one bohr shorter with the same Morse stiffness, the released strain would be 0.0185 hartree, nearly five times as much. That is how a long bond limits the steric contribution. Bulkier neighbouring ligands would correspond to a larger \(A\).

**Q.** So how much does the bond weaken in total, and which cause dominates?

**A.** With the orbital model that omits repulsion,

\[
D_{\rm Me}-D_{\rm tBu}=0.0114+0.0039=0.0152\ \text{hartree},
\]

where the sum is taken before rounding. This is 40 kJ/mol, and strain supplies about a quarter. The bond energy falls from 0.1709 to 0.1556 hartree, or from 449 to 409 kJ/mol. These are model values, well above measured tin–carbon bond energies, which lie below about 300 kJ/mol.

With electron repulsion the electronic part is 0.0030 hartree. Adding about the same strain gives 0.0069 hartree, and strain becomes the larger part. At these parameters the bond to a tin-like partner weakens in both versions of the model. The sign of the electronic part is not guaranteed, however: with a repulsion of 0.30 hartree on carbon and 0.15 on tin it becomes slightly negative, and only strain keeps the total positive. The model therefore does not establish which cause dominates in a given resist.

**Q.** During a bake, what would that do to the rate?

**A.** Suppose the fragments separate without a barrier beyond the bond energy itself, and give both groups the same effective mass and the same factors for all other motions. The outward thermal flux at large separation, where \(V=0\), divided by the population of the well is

\[
k_{\rm rate}=\sqrt{\frac{k_{\rm B}T}{2\pi m}}\;
\frac{1}{\int e^{-V(r)/k_{\rm B}T}\,dr}.
\]

The integral runs over the well only, not over the separated fragments. For a deep well of curvature \(K_{\rm w}\), it is approximately \(e^{D/k_{\rm B}T}\sqrt{2\pi k_{\rm B}T/K_{\rm w}}\). Therefore

\[
\frac{k_{\rm tBu}}{k_{\rm Me}}\simeq
\sqrt{\frac{K_{\rm tBu}}{K_{\rm Me}}}\;
\exp\left(\frac{D_{\rm Me}-D_{\rm tBu}}{k_{\rm B}T}\right).
\]

At 400 K, \(k_{\rm B}T=0.00127\) hartree. The exponent is \(0.0152/0.00127\simeq12\), and the exponential alone gives a ratio of \(1.7\times10^5\). Integration over the two potentials gives \(1.6\times10^5\), between 4 and 5% lower before rounding. Nearly all of this difference comes from the square root: at its stretched minimum the tert-butyl well has curvature

\[
2D_3a^2(2e^{-2ax}-e^{-ax})+\frac{A}{\rho^2}e^{-x/\rho}\simeq0.20,
\]

against \(2D_0a^2=0.219\) for methyl, which gives a factor of about 0.955.

Three cautions apply. The ratio refers to the homolytic channel only: without repulsion the model's lowest products are \(\mathrm{L_3Sn^+}+\mathrm{R^-}\), which before strain cost 0.111 hartree for methyl and 0.121 for tert-butyl, the opposite order, whereas with \(U=0.15\) the two radicals are the lowest products. With the correlated estimate the exponent is \(0.0069/0.00127\simeq5.4\), and the ratio is about two hundred instead of \(10^5\). And a large ratio does not imply a fast reaction: for tert-butyl in the orbital model, \(D/k_{\rm B}T=0.1556/0.00127\simeq123\), so thermal homolysis is negligible at this temperature.

**Q.** My resist is exposed by energetic photons and the electrons they release. Does the weaker bond still help once the molecule has been ionized?

**A.** If the neutral bond is weaker, one threshold falls with it. To go from the neutral molecule to \(\mathrm{L_3Sn^+}+\mathrm{R^\bullet}+e^-\), first break the bond and then ionize the tin fragment:

\[
T(\mathrm R)=D(\mathrm R)+I(\mathrm{L_3Sn^\bullet}).
\]

The last term is the same for both groups, so \(T\) falls by the same amount as \(D\). This channel leaves the charge on tin. A tert-butyl radical is itself easily ionized, so the channel that gives \(\mathrm{L_3Sn^\bullet}+\mathrm{R^+}\) can lie lower in a real compound; it is not treated here. For the channel with the charge on tin, the energy still needed after the molecule has been ionized is:

\[
D^+(\mathrm R)=T(\mathrm R)-I(\mathrm{L_3Sn{-}R}).
\]

If the molecule's ionization energy falls by more than \(T\), then \(D^+\) rises. This happens in the orbital model without strain or repulsion. The threshold falls by 0.0114 hartree, but the molecule's ionization energy falls by 0.0187, because the CH orbitals push its highest filled level upward. Consequently

\[
D^+_{\rm tBu}-D^+_{\rm Me}=0.0187-0.0114=0.0073\ \text{hartree},
\]

and \(D^+\) goes from 0.0554 to 0.0628 hartree. In this example the already ionized tert-butyl compound needs more additional energy to lose its neutral radical than the methyl one, although the total energy counted from the neutral molecule is lower.

This is a counterexample within a simple model, not a prediction for every tin cation. It shows that a weaker neutral bond does not by itself imply a higher exposure yield. The yield also depends on how often each compound is ionized or excited, how much energy remains in the bond, and whether the fragments recombine. None of these is contained in \(D\). The remaining digits and intermediate values are in the numerical output below.

## Numbers as computed

```
Partner orbital energy e: 0.06000 hartree
Partner-carbon coupling t: 0.08000 hartree
CH orbital depth Delta: 0.20000 hartree
Carbon-CH coupling beta: 0.04000 hartree
On-site repulsion U: 0.15000 hartree
Combined coupling B for n=3: 0.06928 hartree
Highest level mu, n=0: 0.11544 hartree
Highest level lambda, n=3: 0.12059 hartree
Antibonding carbon weight c^2, n=0: 0.32444
Electronic bond energy D_0: 0.17088 hartree
Electronic bond energy D_1: 0.16652 hartree
Electronic bond energy D_2: 0.16277 hartree
Electronic bond energy D_3: 0.15953 hartree
Radical stabilization delta, n=3: 0.02166 hartree
Molecular stabilization, n=3: 0.01031 hartree
Electronic weakening G, n=3: 0.01135 hartree
Weak-coupling estimate of G, n=3: 0.01413 hartree
G for equal orbital energies, e=0: 0.00417 hartree
Electronegative partner e: -0.20000 hartree
G for electronegative partner: -0.01342 hartree
Partner energy where G=0: -0.03212 hartree
Correlated bond energy, n=0: 0.10587 hartree
Correlated bond energy, n=3: 0.10290 hartree
Correlated weakening, tin-like partner: 0.00298 hartree
Correlated weakening, electronegative partner: -0.01211 hartree
Steric repulsion A at r0: 0.00400 hartree
Repulsion range rho: 0.60 bohr
Morse exponent: 0.80 1/bohr
Unstrained bond length r0: 4.000 bohr
Strained bond length: 4.032 bohr
Released strain W: 0.00389 hartree
Quadratic estimate of W: 0.00390 hartree
Released strain if bond is 1 bohr shorter: 0.01852 hartree
Methyl bond energy: 0.17088 hartree
Methyl bond energy converted: 448.6 kJ/mol
Tert-butyl bond energy with strain: 0.15564 hartree
Tert-butyl bond energy converted: 408.6 kJ/mol
Total bond-energy drop: 0.01524 hartree
Total bond-energy drop converted: 40.0 kJ/mol
Strain share of total drop: 25.5 %
Temperature: 400 K
Thermal energy kT: 0.00127 hartree
Rate ratio from exponential: 1.68e+05
Rate ratio from flux integrals: 1.61e+05
Ionized bond energy, n=0, no strain: 0.05544 hartree
Ionized bond energy, n=3, no strain: 0.06278 hartree
Drop in parent ionization energy, no strain: 0.01869 hartree
Drop in ionizing cleavage threshold, no strain: 0.01135 hartree
```
